# Quantum-noise derivation of the phonon floor in optomechanical sideband cooling, part 2

A laser of frequency $\omega_L$ drives an optical cavity mode $a$, of frequency $\omega_c$, and cools a mechanical mode $b$, of frequency $\Omega$. The quantity sought is the steady phonon number. All frequencies and rates are angular unless stated otherwise. The detuning is $\Delta=\omega_L-\omega_c$, the cavity energy decays at the rate $\kappa=2k$, and the optical input is vacuum. The mechanical energy decays at the rate $\Gamma_m$ into a bath of mean occupation $n_{th}$. With drive amplitude $\varepsilon$ and coupling $g_0$, in a frame rotating at the laser frequency,

$$
\frac{H}{\hbar}=-\Delta a^\dagger a+\Omega b^\dagger b-g_0a^\dagger a(b+b^\dagger)+i(\varepsilon a^\dagger-\varepsilon^*a).
$$

For a mean photon number $\bar n$, the field is $a=\sqrt{\bar n}+d$ and the photon-number fluctuation is $\delta n=a^\dagger a-\bar n$. From here on $b$ is the fluctuation about the mean, and $\Delta$ includes the static shift of the cavity frequency, $-2g_0^2\bar n/\Omega$. The mean field satisfies

$$
\varepsilon=(k-i\Delta)\sqrt{\bar n},\qquad |\varepsilon|^2=\bar n(k^2+\Delta^2).
$$

For weak coupling, light absorbs and supplies phonons with the coefficients $A_-$ and $A_+$. With $g=g_0\sqrt{\bar n}$, these are $A_\pm=g^2\kappa/D_\pm$, where $D_-=k^2+(\Omega+\Delta)^2$ and $D_+=k^2+(\Omega-\Delta)^2$. The optical damping is $\Gamma_{opt}=A_--A_+$, and the rate formula for the final phonon number is

$$
n_f=\frac{\Gamma_{opt}n_o+\Gamma_mn_{th}}{\Gamma_{opt}+\Gamma_m},\qquad n_o=\frac{A_+}{A_--A_+}.
$$

At $\Delta=-\Omega$, $n_o$ is the floor $f=(\kappa/4\Omega)^2$, and

$$
A_-=\frac{4g^2}{\kappa},\qquad A_+=A_-\frac{f}{1+f},\qquad
\Gamma_{opt}=\frac{4g^2}{\kappa(1+f)} .
$$

The best detuning and its floor are

$$
\Delta_{opt}=-\sqrt{\Omega^2+\frac{\kappa^2}{4}},\qquad
n_{opt}=\frac12\left(\sqrt{1+\frac{\kappa^2}{4\Omega^2}}-1\right).
$$

A weak-coupling test solved the linear equations of the coupled modes, with $g$ equal to $10^{-3}$ of the smaller of $\kappa$ and $\Omega$. The phonon number deviated from the rate result by at most a relative $8.0\times10^{-6}$.

## Finite coupling, laser noise and a silicon device

The symbols carried over are the mechanical frequency $\Omega$, the cavity energy decay rate $\kappa=2k$, the laser detuning $\Delta$, the photon number $\bar n$ and the enhanced coupling $g=g_0\sqrt{\bar n}$. The operators $d$ and $b$ describe fluctuations of the light and of the mechanical mode. At $\Delta=-\Omega$ the rate picture gives the floor $f=(\kappa/4\Omega)^2$, the absorption coefficient $A_-=4g^2/\kappa$ and the optical damping $\Gamma_{opt}=A_-/(1+f)$. A mechanical bath with damping $\Gamma_m$ and occupation $n_{th}$ enters through a mean weighted by the damping rates.

For finite $g$ the cavity responds to the mechanical motion while the motion is changing, and separate quantum jumps no longer suffice. Keep the terms linear in $d$ and $b$, drop the products of fluctuations, and set $\Gamma_m=0$ and $\Delta=-\Omega$. Define the real quadratures $x=d+d^\dagger$, $p=-i(d-d^\dagger)$, $X=b+b^\dagger$ and $P=-i(b-b^\dagger)$. Their equations are

$$
\dot x=\Omega p-kx+\xi_x,\qquad \dot p=-\Omega x-kp+2gX+\xi_p,
$$

$$
\dot X=\Omega P,\qquad \dot P=-\Omega X+2gx .
$$

In this normalization each quadrature has variance 1 in vacuum. The vacuum inputs $\xi_x$ and $\xi_p$ each add $\kappa=2k$ to the growth rate of the corresponding variance, and their symmetrized cross-correlation is zero. Let $V_{ij}$ be the symmetrized second moments. Their ten steady-state equations can be taken in an order that makes the solution short. The equations for $V_{XX}$ and $V_{PP}$ are

$$
2\Omega V_{XP}=0,\qquad -2\Omega V_{XP}+4gV_{xP}=0,
$$

so $V_{XP}=V_{xP}=0$. With these zeros inserted, the equations for $V_{XP}$, $V_{xX}$ and $V_{xP}$ give

$$
V_{PP}=V_{XX}-\frac{2g}{\Omega}V_{xX},\qquad
V_{pX}=\frac{k}{\Omega}V_{xX},\qquad
V_{pP}=V_{xX}-\frac{2g}{\Omega}V_{xx}.
$$

The remaining five equations, for $V_{xx}$, $V_{pP}$, $V_{pp}$, $V_{xp}$ and $V_{pX}$ in that order, are

$$
\begin{aligned}
0&=2\Omega V_{xp}-2kV_{xx}+2k,\\
0&=-kV_{pP}-\Omega V_{pX}+2gV_{xp},\\
0&=-2\Omega V_{xp}-2kV_{pp}+4gV_{pX}+2k,\\
0&=\Omega(V_{pp}-V_{xx})-2kV_{xp}+2gV_{xX},\\
0&=-\Omega V_{xX}-kV_{pX}+2gV_{XX}+\Omega V_{pP}.
\end{aligned}
$$

Put $V_{xx}=1+u$ and $V_{xX}=s$. The first equation gives $V_{xp}=ku/\Omega$. In the second, the terms with $V_{pP}$ and $V_{pX}$ add to $2ks-2gk(1+u)/\Omega$, which must equal $2gku/\Omega$. Therefore

$$
s=\frac{g}{\Omega}(1+2u).
$$

The third equation gives $V_{pp}=1-u+2gs/\Omega$. Put this into the fourth:

$$
-2\Omega u+4gs-\frac{2k^2u}{\Omega}=0 .
$$

Multiplication by $\Omega/2$ and substitution of $s$ yield $u(\Omega^2+k^2)=2g^2(1+2u)$, so that

$$
u=\frac{2g^2}{\Omega^2+k^2-4g^2},\qquad
1+2u=\frac{\Omega^2+k^2}{\Omega^2+k^2-4g^2}.
$$

In the fifth equation the two terms $\mp\Omega s$ cancel, which leaves

$$
V_{XX}=1+u+\frac{k^2}{2\Omega^2}(1+2u),\qquad
V_{PP}=V_{XX}-\frac{2g^2}{\Omega^2}(1+2u).
$$

From $X^2+P^2=4b^\dagger b+2$, the phonon number is $n=(V_{XX}+V_{PP}-2)/4$. Thus

$$
n=\frac14\left[2u+\frac{k^2-2g^2}{\Omega^2}(1+2u)\right].
$$

Insert $u$ and subtract $f=k^2/(4\Omega^2)$. Over the common denominator $4\Omega^2(\Omega^2+k^2-4g^2)$ the numerator becomes

$$
4g^2\Omega^2+(k^2-2g^2)(\Omega^2+k^2)-k^2(\Omega^2+k^2-4g^2)
=2g^2(\Omega^2+k^2).
$$

The phonon number of the linearized model is therefore

$$
n=\left(\frac{\kappa}{4\Omega}\right)^2+\frac{g^2}{2\Omega^2}\,
\frac{\Omega^2+k^2}{\Omega^2+k^2-4g^2}.
$$

For weak drive the added term is $g^2/(2\Omega^2)$. Relative to the floor it is $8g^2/\kappa^2$, so the simple formula needs $8g^2\ll\kappa^2$. With $g=10^{-3}\kappa$ this ratio is $8\times10^{-6}$, the size of the remainder found in the weak-coupling test. Both terms of $n$ come from the parts $db$ and $d^\dagger b^\dagger$ of the interaction. If only the exchange $d^\dagger b+b^\dagger d$ were kept, the joint vacuum would be a steady state and $n$ would vanish.

The denominator vanishes at $4g^2=\Omega^2+k^2$. To see that this is the stability edge, seek solutions of the noiseless equations proportional to $e^{\lambda t}$. Elimination of $p$ and $P$ gives

$$
[(\lambda+k)^2+\Omega^2](\lambda^2+\Omega^2)=4g^2\Omega^2 .
$$

On the edge of stability $\lambda=i\omega$ with real $\omega$. The imaginary part then requires $2k\omega(\Omega^2-\omega^2)=0$. The choice $\omega=\pm\Omega$ makes the left side zero and cannot balance a finite $g$. What remains is $\omega=0$, which gives the stated edge. Since weak red-detuned light damps the motion, the system is stable for all smaller $g$. The closed form was tested against a numerical solution of the covariance equation for $\kappa/\Omega=0.1$, 0.5 and 2 and $g/\Omega=0.02$, 0.2 and 0.45. The largest relative deviation was $4.4\times10^{-16}$.

A warm mechanical bath adds a second effect of finite coupling. For resolved sidebands its main part follows from the exchange terms alone. Let $N_b$ and $N_d$ be the phonon and fluctuation-photon numbers, and let $J=ig(\langle d^\dagger b\rangle-\langle b^\dagger d\rangle)$ be the flow of quanta from the mechanical mode to the light. The equations of motion give

$$
\dot N_b=\Gamma_m(n_{th}-N_b)-J,\qquad \dot N_d=J-\kappa N_d,
$$

$$
\dot J=-\frac{\kappa+\Gamma_m}{2}J+2g^2(N_b-N_d).
$$

In the steady state $N_d=J/\kappa$ and $N_b-N_d=J(\kappa+\Gamma_m)/(4g^2)$. If $N_b\ll n_{th}$ and $\Gamma_m\ll\kappa$, then $J\approx\Gamma_mn_{th}$ and

$$
N_b\approx\Gamma_mn_{th}\left(\frac{\kappa}{4g^2}+\frac1\kappa\right).
$$

The first term is the rate result. The second remains however strong the drive is: quanta cannot leave the pair of modes faster than the cavity loses them.

Laser noise can be a larger obstacle. Let the drive carry a fluctuating phase, $\varepsilon e^{-i\phi(t)}$. In a frame that follows this phase, the equation for $d$ acquires the source $i\sqrt{\bar n}\,\dot\phi$. Take white frequency noise, $\langle\dot\phi(t)\dot\phi(t')\rangle=\Gamma_L\delta(t-t')$. The laser field then loses coherence as $e^{-\Gamma_L|t|/2}$, so its line is a Lorentzian of full width $\Gamma_L$. With time dependence $e^{-i\omega t}$, the cavity response is $\chi(\omega)=1/[k-i(\omega+\Delta)]$, and the photon-number signal is

$$
\delta n(\omega)=i\bar n[\chi(\omega)-\chi^*(-\omega)]\dot\phi(\omega).
$$

At $\Delta=-\Omega$ and $\omega=\Omega$,

$$
\left|\frac1k-\frac1{k-2i\Omega}\right|^2
=\frac{4\Omega^2}{k^2(k^2+4\Omega^2)}\equiv W .
$$

This noise is classical, hence equal at $\pm\Omega$. It raises $A_+$ and $A_-$ by the same amount, $g_0^2\bar n^2\Gamma_LW=g^2\bar n\Gamma_LW$, and leaves the damping unchanged. The quantum rates give $\Gamma_{opt}=g^2\kappa(1/D_--1/D_+)=g^2\kappa W$, with $D_-=k^2$ and $D_+=k^2+4\Omega^2$. The added phonon number is the ratio,

$$
n_L=\frac{\bar n\Gamma_L}{\kappa}.
$$

It grows with the drive, unlike the quantum floor. In a test with $\bar n\Gamma_L=0.03\,\Omega$ and $\kappa/\Omega=0.2$, 1 and 4, again at weak coupling, the covariance equation gave this result within one part in $10^4$.

Consider a silicon nanobeam whose hole pattern confines both light near 1550 nm and a mechanical mode at gigahertz frequency. The rough values, all divided by $2\pi$, are $\Omega=4000$ MHz, $\kappa=500$ MHz, $g_0=0.9$ MHz and $\Gamma_m=0.04$ MHz. The bath is at 20 K, and the cavity holds 1000 photons. The floor is

$$
f=\left(\frac{500}{4\times4000}\right)^2=9.77\times10^{-4},
$$

and the best detuning lowers it only to $9.76\times10^{-4}$. The coupling is $g=0.9\sqrt{1000}=28.5$ MHz, so $A_-=4(28.46)^2/500=6.48$ MHz. The emission coefficient is $A_+=0.0063$ MHz, and the optical damping is 6.47 MHz. At 20 K the bath occupation is $n_{th}=103.7$. The weighted mean gives

$$
n_f=\frac{0.0063+0.04\times103.7}{6.474+0.04}=0.638 .
$$

The two-mode model with the bath included gives 0.646. The increase of 1.3% agrees with the factor $1+4g^2/\kappa^2$ contained in the expression for $N_b$. Nearly all of the final occupation comes from the mechanical bath; the quantum floor is hidden beneath it.

The laser power follows from $|\varepsilon|^2=\kappa_{in}P/(\hbar\omega_L)$, where $\kappa_{in}$ is the decay rate through the input port:

$$
P=\frac{\hbar\omega_L\bar n(\Omega^2+k^2)}{\kappa_{in}} .
$$

For $\kappa_{in}/2\pi=250$ MHz it is 52 µW at the cavity.

According to the rate formula, making the bath contribution equal to the floor at 20 K would take an optical damping of 4247 MHz. This exceeds the cavity linewidth, so the formula has left its range. At fixed detuning $\Delta=-\Omega$, a search over drive strength in the two-mode model gives a lowest occupation of 0.0175, at $g=352$ MHz and $1.5\times10^5$ photons. Here the bath damps the amplitude $b$ at the rate $\Gamma_m/2$; if it acts on the momentum $P$ alone, the minimum moves to 0.0176 at 350 MHz. Its scale can be understood by adding the leading contributions,

$$
n\approx f+\frac{\Gamma_mn_{th}}\kappa+\frac{\Gamma_mn_{th}\kappa}{4g^2}+\frac{g^2}{2\Omega^2}.
$$

A stronger drive reduces the third term and raises the fourth. In this model no drive at that detuning reaches the floor from 20 K. The model leaves out absorption. With the two-photon coefficient used below, the loss at $1.5\times10^5$ photons would be about 2100 MHz, four times $\kappa$, so 0.0175 is not a forecast for the silicon device.

With the original drive and mechanical linewidth held fixed, the bath and the light contribute equally to the rate formula, $\Gamma_mn_{th}=\Gamma_{opt}f$, at 96 mK. At 28 mK the bath occupation itself equals the floor. Below that temperature this light would warm the mode, since it pulls the occupation towards $f$ from below. Both values are temperatures of the mechanical bath itself, not of the cryostat. If the thermal conductivity falls as $T^3$ from the value used below for 20 K, the absorbed light would hold the middle of the beam near 7 K, and this device could reach neither temperature at this drive.

For the chosen drive, finite coupling adds $2.5\times10^{-5}$ phonons to the floor, or 2.6% of it. The static optical shift is 0.41 MHz, small beside the linewidth. The ratio $g_0/\kappa=1.8\times10^{-3}$ supports dropping the products of fluctuations. Laser noise matters much more: white noise corresponding to a 10 kHz linewidth adds 0.02 phonons, about twenty times the floor. A linewidth of 0.49 kHz would add as much as the floor. What enters is the frequency noise near 4 GHz, so a linewidth set by slow drifts must not be used in this estimate.

Absorption can be sized from rough material values. Let $\beta$ be the two-photon absorption coefficient, $n_r=3.5$ the refractive index and $V=(\lambda/n_r)^3=0.087$ µm³ the mode volume, with $\lambda$ the vacuum wavelength. The intensity is $I=\bar n\hbar\omega_Lc/(n_rV)$, and the loss rate per photon is $\beta Ic/n_r$. For $\beta=0.8$ cm/GW this rate is 14 MHz after division by $2\pi$, about 3% of $\kappa$. Together with an assumed linear absorption of 10 MHz, it deposits 19 nW. If the heat enters at the middle of a beam of length $L$, cross-section $A$ and thermal conductivity $K$, half of it flows through each arm of length $L/2$, and the temperature rise is $QL/(4KA)$ for absorbed power $Q$. With $L=10$ µm, $A=500\times220$ nm² and $K=5$ W/(m K), the rise is 87 mK. It adds 0.0028 phonons, nearly three times the floor. This figure holds only for a solid beam whose ends stay at 20 K, and it leaves out absorption by the carriers that two-photon absorption creates. With a cross-section near $1.45\times10^{-17}$ cm², a room-temperature value, that absorption adds about 10 MHz for a carrier lifetime of 1 ns and about 100 MHz for 10 ns, and the rise becomes about 0.12 K or 0.45 K. Each kelvin of bath heating adds about 0.03 phonons.

Silicon nanobeams of this kind have been cooled to occupations of order one from cryostats near 20 K, which is the regime of the example. One assumption to check in such devices is that the mechanical bath is unaffected by the light. Measured devices have shown light-induced bath heating of several kelvin or more at such photon numbers, far above the 87 mK of the simple beam. The heating estimate omits the holes in the beam, the thermal resistance of its supports, the change of mechanical damping with temperature and damping by optically generated carriers. Their size is not calculated here, but the sensitivity is clear: at fixed optical damping, doubling $\Gamma_m$ would nearly double the final occupation while leaving $(\kappa/4\Omega)^2$ unchanged. At the same fixed optical damping, a narrower cavity line lowers the floor but hardly changes the final occupation of this example, as long as $\kappa$ stays far above the optical damping. At fixed photon number a narrower line also raises the optical damping, about $4g^2/\kappa$, and so reduces the bath contribution, but only down to $\kappa\approx2g$, here 57 MHz. Below that the term $\Gamma_mn_{th}/\kappa$ dominates and the occupation rises again. The white-noise contribution $\bar n\Gamma_L/\kappa$ of the laser also grows as the line narrows. The full set of values is in the numerical output.

## Computed values

```
TESTS, largest relative deviations
number spectrum: 1.1e-11
optical damping: 4.7e-06
phonon floor: 8.0e-06
floor at best detuning: 8.5e-06
finite-coupling closed form: 4.4e-16
EXAMPLE INPUTS (frequencies and rates over 2 pi)
mechanical frequency: 4000 MHz
cavity linewidth: 500 MHz
single-photon coupling: 0.9 MHz
mechanical linewidth: 0.04 MHz
bath temperature: 20 K
cavity photons: 1000
wavelength: 1550 nm
input coupling rate: 250 MHz
EXAMPLE RESULTS
enhanced coupling g: 28.46 MHz
absorption coefficient A-: 6.48 MHz
emission coefficient A+: 0.006322 MHz
optical damping: 6.4737 MHz
phonon floor at -Omega: 9.76562e-04
phonon floor at best detuning: 9.75611e-04
bath phonons: 103.7
final phonons, rate formula: 0.6377
final phonons, two-mode model: 0.646
laser power at the cavity: 51.7 uW
bath temperature with n_th = floor: 27.7 mK
bath T where its share = floor: 96.4 mK
damping needed at 20 K by rates: 4247 MHz
best phonons at 20 K, any drive: 0.0175
coupling g at that best drive: 352 MHz
photons at that best drive: 1.53e+05
NEGLECTED EFFECTS
finite-coupling extra phonons: 2.532e-05
single-photon ratio g0/kappa: 1.80e-03
static optical shift: 0.405 MHz
assumed laser linewidth: 10 kHz
phonons from its white noise: 0.02
laser linewidth matching floor: 0.49 kHz
two-photon coefficient: 0.8 cm/GW
mode volume: 0.087 um3
two-photon loss rate: 14 MHz
assumed linear absorption: 10 MHz
beam length: 10 um
beam width: 500 nm
beam thickness: 220 nm
assumed thermal conductivity: 5 W/(m K)
absorbed power: 19 nW
beam heating: 87 mK
extra phonons from heating: 0.0028
```
